# Weak ferromagnetism and magnetoelectricity in hematite and Cr$_2$O$_3$, part 1

(Sections cited here and not found follow in the second part.)

Take a model of hematite, $\alpha$-Fe$_2$O$_3$, with spins $S=5/2$, $g=2$, an antiferromagnetic exchange of $1.4\times10^{-3}$ Ha and an antisymmetric coupling of $3\times10^{-6}$ Ha. Each ion carries $gS=5\,\mu_B$, and the moments fail to cancel by $5.36\times10^{-3}\mu_B$ per ion, because the sublattices tilt by $1.07$ mrad. The same model with symmetric couplings chosen to resemble Cr$_2$O$_3$, and an antisymmetric coupling just as large as before, has no net moment, but once a chosen spin–electric-field coupling is added, an electric field of $5.14\times10^{5}$ V/m perpendicular to the threefold axis gives it $3.69\times10^{-6}\mu_B$ per cell. In the hematite order the linear response to that field is zero. Both oxides have the corundum structure. They differ in a sequence of four signs.

Hartree atomic units are used: $\hbar=e=m_e=4\pi\varepsilon_0=1$. Then $\mu_B=1/2$, and $\mu_0\varepsilon_0c^2=1$ gives $\mu_0=4\pi/c^2$ with $c=137.036$.

## How the symmetry moves the four spins

Corundum has space group $R\bar3c$ and four metal ions per rhombohedral cell. Both magnetic orders repeat with this cell (wavevector $k=0$); this is taken from observation and assumed throughout, so each site stands for a whole sublattice. The four sites can be placed on the threefold axis $z$. In units of the hexagonal period along $z$ their heights are $z_1=\tfrac12-w$, $z_2=w$, $z_3=1-w$, $z_4=\tfrac12+w$, with $w\approx0.35$, so they are numbered upward.

Modulo lattice translations there are 12 operations, generated by three:

- The rotation $C_3$ about $z$ leaves every site in place.
- The inversion $I$ sends $z\to-z\equiv1-z$, so $z_1\to\tfrac12+w=z_4$ and $z_2\to z_3$: $1\leftrightarrow4$, $2\leftrightarrow3$.
- The twofold rotation $C_{2x}$ about an axis along $x$ at height $\tfrac14$ sends $z\to\tfrac12-z$, so $z_1\to w=z_2$ and $z_3\to w-\tfrac12\equiv z_4$: $1\leftrightarrow2$, $3\leftrightarrow4$.

Their product $IC_{2x}$ is the glide plane normal to $x$, with $1\leftrightarrow3$, $2\leftrightarrow4$. A spin is an axial vector: an operation with matrix $R$ that carries site $i$ to $\pi(i)$ gives $\mathbf S'_{\pi(i)}=(\det R)R\,\mathbf S_i$. Inversion therefore moves spins without reversing them, and $C_{2x}$ sends components $(x,y,z)\to(x,-y,-z)$. Time reversal $T$ reverses all spins in place.

Define
$$\mathbf M=\mathbf S_1+\mathbf S_2+\mathbf S_3+\mathbf S_4,\qquad \mathbf L_1=\mathbf S_1-\mathbf S_2-\mathbf S_3+\mathbf S_4,$$
$$\mathbf L_2=\mathbf S_1-\mathbf S_2+\mathbf S_3-\mathbf S_4,\qquad \mathbf L_3=\mathbf S_1+\mathbf S_2-\mathbf S_3-\mathbf S_4 .$$
Hematite orders in $\mathbf L_1$ $(+--+)$ and Cr$_2$O$_3$ in $\mathbf L_2$ $(+-+-)$. Each vector transforms as an axial vector times a sign from the permutation. Under $I$ the pattern is read backwards: $+--+$ is unchanged and $+-+-$ becomes $-+-+$. Under $C_{2x}$ neighbours in the list swap pairwise: $+--+\to-++-$, $+-+-\to-+-+$, $++--\to++--$.

| | $\mathbf M$ | $\mathbf L_1$ | $\mathbf L_2$ | $\mathbf L_3$ |
|---|---|---|---|---|
| sign under $I$ | $+$ | $+$ | $-$ | $-$ |
| sign under $C_{2x}$ | $+$ | $-$ | $-$ | $+$ |

Inversion reverses $\mathbf L_2$ without reversing any spin; it exchanges sites that hold opposite spins.

## The invariants

For any vector write $V_\pm=V_x\pm iV_y$. Under $C_3$, $V_\pm\to\omega^{\pm1}V_\pm$ with $\omega=e^{2\pi i/3}$, and $V_z$ is fixed. A product is invariant when its powers of $\omega$ add to a multiple of 3.

For two vectors the invariant products are $A_zB_z$ and $A_+B_-$ with its conjugate. Since $A_+B_-=(A_xB_x+A_yB_y)-i(A_xB_y-A_yB_x)$, the three real forms are $A_zB_z$, $(\mathbf A\cdot\mathbf B)_\perp=A_xB_x+A_yB_y$ and $(\mathbf A\times\mathbf B)_z$. The rotation $(x,y,z)\to(x,-y,-z)$ leaves the first two unchanged and reverses the third. Inversion forbids $\mathbf M$–$\mathbf L_2$ and $\mathbf M$–$\mathbf L_3$ terms, whose signs under $I$ multiply to $-1$. For $\mathbf L_1$ and $\mathbf M$ the permutation signs under $C_{2x}$ multiply to $-1$, which only the odd form can compensate: the single invariant is $(\mathbf L_1\times\mathbf M)_z$. The same reasoning gives $(\mathbf L_2\times\mathbf L_3)_z$. The first is linear in $\mathbf M$ and so forces a moment, but it contains only $L_{1x}$ and $L_{1y}$. Hematite can be weakly ferromagnetic, and is so only when $\mathbf L_1$ leaves the axis.

The linear magnetoelectric effect is a term $F=-\alpha_{ij}E_iH_j$ in the free-energy density, giving polarization $P_i=\alpha_{ij}H_j$ and magnetization $\mu_0\mathcal M_j=\alpha_{ij}E_i$. The field $\mathbf E$ is odd under $I$ and even under $T$; $\mathbf H$ is even under $I$ and odd under $T$. At lowest order $T$ demands one factor of an order vector and $I$ demands that it be inversion-odd, which excludes $\mathbf L_1$. For $L,E,H$ the $C_3$-invariant real forms number nine: $L_zE_zH_z$; a $z$ component of one vector times the planar dot or cross product of the other two (six forms); and the real and imaginary parts of $L_+E_+H_+$. The twofold rotation reverses $z$ components and sends $V_+\to V_-$. So $zzz$, the three $z\times$dot forms and $\operatorname{Im}(L_+E_+H_+)$ are odd, while the three $z\times$cross forms and the real part are even. The extra sign $-1$ of $\mathbf L_2$ selects the five odd forms:
$$L_{2z}E_zH_z,\quad L_{2z}(\mathbf E\cdot\mathbf H)_\perp,\quad E_z(\mathbf L_2\cdot\mathbf H)_\perp,\quad H_z(\mathbf L_2\cdot\mathbf E)_\perp,\quad \operatorname{Im}(L_{2+}E_+H_+).$$
The order $\mathbf L_3$ would select the four even ones. Averaging the representation matrices numerically over the 12 operations gives the same counts (1, 0, 0, 1 and 0, 5, 4). With $\mathbf L_2\parallel z$, the easy direction of Cr$_2$O$_3$, the first two survive: $\alpha=\mathrm{diag}(\alpha_\perp,\alpha_\perp,\alpha_\parallel)$.

The five forms are only the lowest order: for $\mathbf L_2$ in the plane, cubic terms such as $\operatorname{Im}(L_{2+}^3)E_zH_z$ add further components to $\alpha$. Two exclusions, however, hold to all orders in the order vector: $\mathbf L_2$ and $\mathbf L_3$ give no moment, and $\mathbf L_1$ gives no linear magnetoelectric effect. They follow from Neumann's principle that a property tensor is invariant under every symmetry of the ordered state. Any state built from $\mathbf L_2$ and $\mathbf L_3$ is reversed by $I$ and again by $T$, so it is invariant under $IT$. This operation sends $\mathbf M\to-\mathbf M$, hence $\mathbf M=0$, and $\alpha\to(-1)^2\alpha$, which allows $\alpha$. Any state built from $\mathbf L_1$ and $\mathbf M$ is invariant under $I$ alone, which sends $\alpha\to-\alpha$, hence $\alpha=0$, and leaves $\mathbf M$ free. The four main orientations, with primes marking operations combined with $T$, are these:

- $\mathbf L_2\parallel z$: $L_{2z}$ is even under $C_3$ and $C_{2x}$ (two minus signs) and odd under $I$. The group is $\bar3'm'$, with 6 of 12 elements primed. $C_3$ allows in $\alpha$ the three bilinear forms above and $C_{2x}$ removes the cross form, leaving two components.
- $\mathbf L_1\parallel z$: all 12 operations survive unprimed, $\bar3m$. $C_3$ removes $M_x,M_y$ and $C_{2x}$ removes $M_z$.
- $\mathbf L_1\parallel y$: $C_3$ is lost, $C_{2x}$ survives unprimed, $2/m$, and only $M_x$ is allowed.
- $\mathbf L_1\parallel x$: $C_{2x}$ reverses $L_{1x}$ and survives primed, $2'/m'$. It sends $\mathbf M\to(-M_x,M_y,M_z)$, so $\mathbf M$ lies in the $yz$ plane.

The $M_z$ of the last case has no bilinear source. It comes from a quartic term: under $C_{2x}$, $L_{1+}\to-L_{1-}$, so $L_{1+}^3\to-(L_{1+}^3)^*$, and with $M_z\to-M_z$, $L_{1z}\to L_{1z}$ both $M_z\operatorname{Re}L_{1+}^3$ and $L_{1z}\operatorname{Im}L_{1+}^3$ are invariant. For $\mathbf L_1\parallel x$, $L_{1+}^3$ is real, so the first term produces $M_z$ and the second vanishes. For $\mathbf L_1\parallel y$ it is imaginary, so the first vanishes, and the second, which contains no $\mathbf M$, tilts $\mathbf L_1$ toward $z$. Both lie outside the model below. Time reversal turns $\mathbf L_2$ into $-\mathbf L_2$ and $\alpha$ into $-\alpha$, so a Cr$_2$O$_3$ sample with equal amounts of both domains shows no net effect.

## The four-sublattice model

Treat the spins as classical vectors of length $S$ with an energy per cell $U$ bilinear in them. At $k=0$ only the sum of bond tensors between two sublattices matters. $C_3$ maps each sublattice to itself, so each sum reduces to the three forms $zz$, planar dot and cross. The six pairs fall into three classes under the permutations, $\{12,34\}$, $\{13,24\}$, $\{14,23\}$, giving six symmetric constants, and there are two on-site constants. For the cross form, $I$ sends $\mathbf S_1\times\mathbf S_4\to\mathbf S_4\times\mathbf S_1$, so its coefficient equals its negative and vanishes; likewise for 23. It sends $\mathbf S_1\times\mathbf S_2\to\mathbf S_4\times\mathbf S_3$ and $\mathbf S_1\times\mathbf S_3\to\mathbf S_4\times\mathbf S_2$, which fixes two sums. $C_{2x}$ sends $(\mathbf S_1\times\mathbf S_2)_z\to-(\mathbf S_2\times\mathbf S_1)_z$, which is the same term, treats $(\mathbf S_4\times\mathbf S_3)_z$ alike, and sends $(\mathbf S_1\times\mathbf S_3)_z\to-(\mathbf S_2\times\mathbf S_4)_z=(\mathbf S_4\times\mathbf S_2)_z$, so both sums survive. The total is $6+2+2=10$ constants, equal to the count from group characters. At fixed length the two on-site terms reduce to a constant and one anisotropy $K$. Taking the symmetric exchange isotropic,
$$U=J_{12}(\mathbf S_1\!\cdot\!\mathbf S_2+\mathbf S_3\!\cdot\!\mathbf S_4)+J_{13}(\mathbf S_1\!\cdot\!\mathbf S_3+\mathbf S_2\!\cdot\!\mathbf S_4)+J_{14}(\mathbf S_1\!\cdot\!\mathbf S_4+\mathbf S_2\!\cdot\!\mathbf S_3)$$
$$+D_{12}(\mathbf S_1\times\mathbf S_2+\mathbf S_4\times\mathbf S_3)_z+D_{13}(\mathbf S_1\times\mathbf S_3+\mathbf S_4\times\mathbf S_2)_z-K\sum_iS_{iz}^2 .$$
The $D$ terms are the Dzyaloshinskii–Moriya interaction. Each bond is counted once, positive $J$ is antiferromagnetic, and $J_{1j}$ is the sum over all bonds from one site 1 to sublattice $j$. For a chosen hematite-like cell (hexagonal lengths 9.52 and 25.98 bohr, $w=0.355$) site 1 has one neighbour on sublattice 2 at 5.456 bohr, three on 4 at 5.610, three on 2 at 6.362 and six on 3 at 6.997. Of these four shells, $J_{12}$ collects the first and third, $J_{14}$ the second and $J_{13}$ the fourth.

Split the spins into inversion-even and inversion-odd parts:
$$\mathbf S_{1,4}=\mathbf a\pm\mathbf p,\qquad\mathbf S_{2,3}=\mathbf b\pm\mathbf q .$$
Inserting these into the definitions gives $\mathbf M=2(\mathbf a+\mathbf b)$, $\mathbf L_1=2(\mathbf a-\mathbf b)$, $\mathbf L_2=2(\mathbf p-\mathbf q)$, $\mathbf L_3=2(\mathbf p+\mathbf q)$. In each bracket of $U$ the even–odd products cancel between the two terms; for instance $(\mathbf a+\mathbf p)\times(\mathbf b+\mathbf q)+(\mathbf a-\mathbf p)\times(\mathbf b-\mathbf q)=2\mathbf a\times\mathbf b+2\mathbf p\times\mathbf q$, while the $D_{13}$ and $J_{13}$ brackets have $\mathbf q\to-\mathbf q$, and $\mathbf S_1\cdot\mathbf S_4=\mathbf a^2-\mathbf p^2$. Thus $U=U_e+U_o$ with
$$U_e=J_{14}(\mathbf a^2+\mathbf b^2)+2J\,\mathbf a\cdot\mathbf b+2D(\mathbf a\times\mathbf b)_z-2K(a_z^2+b_z^2),$$
$$U_o=-J_{14}(\mathbf p^2+\mathbf q^2)+2J'\,\mathbf p\cdot\mathbf q+2D'(\mathbf p\times\mathbf q)_z-2K(p_z^2+q_z^2),$$
where $J=J_{12}+J_{13}$, $D=D_{12}+D_{13}$, $J'=J_{12}-J_{13}$, $D'=D_{12}-D_{13}$. With $\mathbf a,\mathbf b=(\mathbf M\pm\mathbf L_1)/4$ one has $\mathbf a\times\mathbf b=(-\mathbf M\times\mathbf L_1+\mathbf L_1\times\mathbf M)/16=\mathbf L_1\times\mathbf M/8$, and with $\mathbf p,\mathbf q=(\mathbf L_3\pm\mathbf L_2)/4$ in the same way $\mathbf p\times\mathbf q=\mathbf L_2\times\mathbf L_3/8$. The antisymmetric energy is $\tfrac14D(\mathbf L_1\times\mathbf M)_z+\tfrac14D'(\mathbf L_2\times\mathbf L_3)_z$: the two invariants found above, now with coefficients.

Symmetry allows the hematite order a net moment only when $\mathbf L_1$ leaves the threefold axis, and allows a linear magnetoelectric effect in the Cr$_2$O$_3$ order but not in the hematite order. With the four-sublattice energy now written down, what remains is to find its ground states, the canting angle and the sizes of both effects.

Numbers in the example were calculated in double precision.
